# Part I. One energy, many energies, and a lower bound

## A filter that passes one energy

Two electron reservoirs, left (L) and right (R), are joined by a filter that lets electrons through at one energy E0 and at no other. The reservoirs have temperatures T_L and T_R and chemical potentials μ_L and μ_R. An electron state of energy E in reservoir j is occupied with probability

f_j(E) = 1 / {exp[(E − μ_j)/kT_j] + 1}.

Electrons cross to the right at a rate c f_L(E0) and to the left at a rate c f_R(E0), with the same constant c. The net particle current to the right is

I = c [f_L(E0) − f_R(E0)].

Each crossing moves the energy E0, so the energy current is E0 I. If no current can be drawn, charge builds up until I = 0, and the energy current then vanishes as well. One side may be much hotter than the other, yet no energy passes between them through the filter.

The condition I = 0 means f_L(E0) = f_R(E0), which holds when the exponents agree:

(E0 − μ_L)/T_L = (E0 − μ_R)/T_R.   (1)

Take T_L = 1.5T and T_R = 0.5T, measure energies in kT from the midpoint of the two chemical potentials, and write x for the level and v for μ_L − μ_R. Equation (1) becomes (x − v/2)/1.5 = (x + v/2)/0.5. Multiplying by 0.75 gives 0.5x − 0.25v = 1.5x + 0.75v, so v = −x. For a level above the midpoint (x > 0) the hot side acquires the lower chemical potential, and for a level below it the higher one.

Equation (1) also describes a reversible engine. Let T_L > T_R and E0 > μ_L. An electron that crosses to the right takes the heat E0 − μ_L from the hot side and gains the work μ_R − μ_L. By (1), E0 − μ_R = (E0 − μ_L)T_R/T_L, and therefore

μ_R − μ_L = (E0 − μ_L) − (E0 − μ_R) = (E0 − μ_L)(1 − T_R/T_L).

This is the Carnot yield, reached where the current, and with it the power, is zero.

The filter is an idealisation, because c was left free. Quantum mechanics limits how many electrons can pass in a given energy interval, and a pass band of zero width then carries nothing at all. The theorem below says what survives of the argument.

## Setting and assumptions

The assumptions are these.

(A1) Electrons cross the conductor elastically and coherently, as independent particles in a fixed potential.

(A2) The reservoirs are in equilibrium and absorb every electron that reaches them.

(A3) Heat carried by lattice vibrations is not counted. The symbol κ means the electronic part alone.

(A4) Band edges lie many kT away from the chemical potential, so that energy integrals may run from −∞ to ∞.

In one channel, a wave number interval dq holds dq/2π states per unit length, moving at the speed (1/ħ)dE/dq. The incident flux of occupied states is their product times f, which is f dE/(2πħ) = f dE/h; the speed has cancelled. Let τ(E) be the transmission summed over channels, each spin direction counting as a channel of its own.

The same τ applies to both directions of travel. Let r and s be the blocks of the scattering matrix for reflection on the left and transmission from left to right, and s′ the block for transmission from right to left. With N_L channels on the left, conservation of flux gives Tr r†r + Tr s†s = N_L from the columns of the unitary matrix and Tr rr† + Tr s′s′† = N_L from its rows. Since Tr r†r = Tr rr†, the two transmissions are equal. Since Tr r†r ≥ 0, they do not exceed N_L. The same reasoning holds on the right, so 0 ≤ τ(E) ≤ N, where N is the smaller channel number. The particle current is therefore

I = (1/h) ∫ τ(E) [f_L(E) − f_R(E)] dE.   (2)

An electron that leaves a reservoir of chemical potential μ removes the heat E − μ. The heat current is

J = (1/h) ∫ (E − μ) τ(E) [f_L(E) − f_R(E)] dE.   (3)

Choosing μ_L or μ_R in place of the mean μ changes J by a multiple of (μ_L − μ_R)I. This is of second order in the driving differences, and it is zero at open circuit.

Now let μ_L − μ_R = Δμ and T_L − T_R = ΔT be small. The function f depends on (E − μ)/kT, whose change is −δμ/kT − (E − μ)δT/(kT²). Multiplying by the derivative of f with respect to this argument, which is kT f′ with f′ = df/dE, gives

f_L − f_R = (−f′) [Δμ + (E − μ)ΔT/T].   (4)

Define the moments

K_n = ∫ τ(E) (E − μ)ⁿ (−f′) dE,   n = 0, 1, 2.

Then (2) and (3) become

I = (1/h)(K0 Δμ + K1 ΔT/T),
J = (1/h)(K1 Δμ + K2 ΔT/T).   (5)

The electron charge is −e. A voltage difference ΔV = V_L − V_R means Δμ = −eΔV, and the electric current to the right is −eI. At ΔT = 0 this current is e²K0ΔV/h, so

G = e²K0/h.

The formula reads the same in Gaussian and SI units. It is convenient to write g = hG/e² = K0.

At open circuit, I = 0 gives Δμ = −(K1/K0)ΔT/T. With the Seebeck coefficient defined by S = −ΔV/ΔT = Δμ/(eΔT),

S = −K1/(eTK0).

Putting the same Δμ into J and dividing by ΔT gives the open-circuit heat conductance

κ = (K2 − K1²/K0)/(hT).   (6)

## Theorem

Let (A1) to (A4) hold, and let F = −f′(E0).

(i) If τ(E) = A δ(E − E0) with A a finite energy, then G = (e²/h)AF > 0 and κ = 0.

(ii) If 0 ≤ τ(E) ≤ N and G > 0, then

κ ≥ (4/3)(k²T/h) g³/N² > 0.   (7)

(iii) Let τ be the Lorentzian of a single level with couplings Γ_L and Γ_R and full width Γ = Γ_L + Γ_R. If Γ → 0 while Γ_L/Γ_R, E0, μ and T are held fixed, then G vanishes as Γ and κ as Γ², with

κ/(GT) → Γ/(2πe²T²F).   (8)

(iv) For M such resonances in parallel, with MΓ held fixed while Γ → 0, G tends to a finite value and κ vanishes as Γ.

Part (i) is the filter of the opening section. Part (ii) shows that no bounded transmission realises it. Parts (iii) and (iv) say in what sense it is approached. Parts (i) and (ii) are proved here, the others in Part II.

## Lemma 1: κ measures a spread of energies

Let p(E) = τ(−f′)/K0. This is a non-negative weight with ∫p dE = 1. Let Ē be the mean energy under p, so that K1/K0 = Ē − μ. Then

κ = (K0/hT) Var(E),   Var(E) = ∫ p(E)(E − Ē)² dE.   (9)

Proof. Dividing the bracket in (6) by K0 gives K2/K0 − (K1/K0)². This is the mean of (E − μ)² minus the square of the mean of E − μ, which is the variance. ∎

The variance can also be written over pairs of carriers:

Var(E) = ½ ∫∫ p(E) p(E′) (E − E′)² dE dE′.

Expanding the square gives half of ⟨E²⟩ + ⟨E²⟩ − 2⟨E⟩², where ⟨ ⟩ is the mean under p, and this is the variance again. The pair form is zero only if all the weight lies at one energy.

The heat conductance at zero voltage, where Δμ = 0, is different. By (5) it equals

K2/(hT) = (K0/hT)[(Ē − μ)² + Var(E)].

The first term is heat carried along with a net current. The open-circuit voltage removes it by stopping that current. The second term remains because flows at different energies can cancel in number without cancelling in energy.

## Proof of (i), and two energies instead of one

For τ = A δ(E − E0) the moments are K0 = AF, K1 = (E0 − μ)AF and K2 = (E0 − μ)²AF. Then K1²/K0 = K2, and (6) gives κ = 0. ∎

If the statement rests on the equality of the energies and not on the sharpness of the lines, a second sharp line must destroy it. Let two lines a distance d apart have weights a1 and a2 in K0. The pair form contains the pair (1, 2) twice, so that

Var(E) = a1a2 d²/(a1 + a2)².

Multiplying by K0/(hT) = (a1 + a2)/(hT) and inserting a_i = hG_i/e² gives

κ = [G1G2/(G1 + G2)] d²/(e²T).   (10)

At open circuit electrons go one way through the first line and return through the second, and each round trip moves the energy d. This flow persists however sharp the lines are. For two Lorentzian lines at 1 and 3 kT above μ, each 10⁻⁴ kT wide, direct integration gives κ/(GT) = 0.608 (k/e)², in agreement with (10).

## Lemma 2 and proof of (ii)

The derivative of the Fermi function is

−f′ = 1/[4kT cosh²((E − μ)/2kT)] ≤ 1/(4kT).

The density w(E) = τ(−f′) therefore obeys 0 ≤ w ≤ m with m = N/(4kT), and its integral is K0. Its spread is least when it fills the energies nearest to its mean up to the limit m.

Lemma 2. Let u = E − Ē and b = K0/(2m). Then ∫ w u² du ≥ (2/3)m b³.

Proof. Let w0 = m for |u| < b and w0 = 0 elsewhere. Its integral is 2mb = K0, the same as that of w. Subtracting b² times the difference of the two integrals, which is zero, changes nothing:

∫ (w − w0)u² du = ∫ (w − w0)(u² − b²) du.

For |u| < b both factors are negative or zero, since w ≤ m. For |u| > b both are positive or zero, since w ≥ 0 and w0 = 0. The integral is therefore not negative. Finally ∫ w0u² du = m(2b³/3). ∎

Inserting b and then m gives

(2/3)m K0³/(8m³) = K0³/(12m²) = (4/3)(kT)² K0³/N².

By (9), κ is the left side of the lemma divided by hT, and with K0 = g this is (7). ∎

Dividing (7) by GT = e²gT/h gives the form

κ/(GT) ≥ (4/3)(k/e)² (g/N)².   (11)

The ratio can be small only if the conductance is small compared with that of N open channels. The bound is approached by a transmission equal to N in a narrow interval centred at μ, where −f′ is nearly equal to its maximum. For such an interval of width 0.2 kT with N = 1, κ exceeds the bound by a factor 1.001. In a test with 2000 random spectra of one to five channels, the smallest ratio of κ to its bound was 1.016.

# Part II. The Lorentzian resonance and a quantum dot

## Symbols and results taken over

The transmission is τ(E), f is the Fermi function at chemical potential μ and temperature T, and f′ is its energy derivative. The moments are K_n = ∫τ(E − μ)ⁿ(−f′)dE. The conductance is G = e²K0/h, and g = K0. The open-circuit electronic heat conductance is

κ = (K2 − K1²/K0)/(hT) = (K0/hT) Var(E),

with the variance taken under the weight τ(−f′)/K0. The level lies at E0, and F = −f′(E0). Two sharp energies a distance d apart give κ = [G1G2/(G1 + G2)]d²/(e²T). For N channels, κ ≥ (4/3)(k²T/h)g³/N². Parts (iii) and (iv) of the theorem, for Lorentzian resonances, remain to be proved.

## Lemma 3: transmission through one level

Let each lead be a chain of sites with hopping amplitude −t, and let a site of energy ε_d between them be coupled by −t_L and −t_R. In the leads E = −2t cos q. A wave that arrives from the left has the amplitudes

ψ_n = e^{iqn} + r e^{−iqn} for n ≤ −1,   ψ_n = s e^{iqn} for n ≥ 1,

and the amplitude ψ_d on the level, n = 0. If the left-hand form is continued to n = 0, it has the value 1 + r there and satisfies the equation of an unbroken chain at n = −1. The true equation at that site has t_Lψ_d in place of t(1 + r), so the two are equal. The same reasoning at n = 1 gives the second relation:

t(1 + r) = t_L ψ_d,   t s = t_R ψ_d.

The equation at the level is

(E − ε_d)ψ_d = −t_L(e^{−iq} + r e^{iq}) − t_R s e^{iq}.

With r = t_Lψ_d/t − 1, the first bracket is −2i sin q + (t_L/t)e^{iq}ψ_d. Inserting also s = t_Rψ_d/t and collecting the terms in ψ_d gives

[E − ε_d + (t_L² + t_R²)e^{iq}/t] ψ_d = 2i t_L sin q.

Define Γ_L = 2t_L² sin q/t, Γ_R = 2t_R² sin q/t and E0 = ε_d − (t_L² + t_R²)cos q/t. The bracket is then E − E0 + iΓ/2. Since s = t_Rψ_d/t, its numerator is 2i t_Lt_R sin q/t = i(Γ_LΓ_R)^{1/2}. The lattice and the speed are the same on both sides, so the transmission is |s|²:

τ(E) = Γ_LΓ_R/[(E − E0)² + Γ²/4].   (12)

The quantities Γ_L, Γ_R and E0 vary with energy on the scale of the bandwidth 4t. From here on they are taken as constant over the thermal range. For t_L = 0.03t, t_R = 0.02t and ε_d = 0, a direct solution of the lattice equations agrees with (12), taken with constant parameters, to 0.12 % of τ within three widths of resonance. This is the expected size: cos q = −E/2t shifts E0 by (t_L² + t_R²)E/2t² = 0.00065E, which changes (E − E0)² by 0.13 %.

## Lemma 4: the second moment of a Lorentzian

Let u = E − E0, a = Γ_LΓ_R, M1 = ∫τu(−f′)dE and M2 = ∫τu²(−f′)dE. Then

M2 = a − Γ²K0/4,   (13)

κ = (1/hT)[a − Γ²K0/4 − M1²/K0].   (14)

Proof. Write u²/(u² + Γ²/4) = 1 − (Γ²/4)/(u² + Γ²/4) and multiply by a(−f′). The first term integrates to a, since ∫(−f′)dE = 1. The second integrates to Γ²K0/4. This is (13). A variance does not depend on the energy from which it is measured, so K0 Var(E) = M2 − M1²/K0, and (14) follows. ∎

Both subtracted terms are non-negative. Within this model, therefore, κ ≤ Γ_LΓ_R/(hT) at any width.

The integrand au²/(u² + Γ²/4) of M2 shows where the residual heat comes from. Beyond a few widths from E0 it is nearly equal to a, so every part of the thermal range counts according to −f′ alone. The core |u| < Γ contributes less than 2Γa/(4kT), which is a small fraction of a when Γ ≪ kT. The heat is carried by the far tails: few electrons pass at energies that differ from E0 by kT or more, but those few supply most of M2.

## Proof of (iii), with the first correction

Group the contributions at E0 + u and E0 − u, and write φ(E) = −f′(E). Since ∫du/(u² + Γ²/4) over all u is 2π/Γ,

K0 = 2πaF/Γ + a ∫₀^∞ [φ(E0 + u) + φ(E0 − u) − 2F]/(u² + Γ²/4) du.

The bracket is proportional to u² at small u and bounded at large u. The last integral therefore stays finite as Γ → 0, and

K0 = (2πaF/Γ)[1 + O(Γ)].   (15)

For the first moment,

M1 = a ∫₀^∞ [φ(E0 + u) − φ(E0 − u)] u/(u² + Γ²/4) du.

As Γ → 0 the factor u/(u² + Γ²/4) becomes 1/u, and the integral becomes the principal value

P = P.V. ∫ (−f′)/(E − E0) dE.

The difference from the limit is the integral of [φ(E0 + u) − φ(E0 − u)]/u times (Γ²/4)/(u² + Γ²/4). The first factor is bounded, and the second integrates from 0 to ∞ to (Γ²/4)(π/Γ) = πΓ/4. Hence M1 = a[P + O(Γ)].

Inserted in (14), these results give Γ²K0/4 = πaFΓ/2 and M1²/K0 = aP²Γ/(2πF), each up to terms of order aΓ². Therefore

κ = (Γ_LΓ_R/hT){1 − Γ[πF/2 + P²/(2πF)] + O(Γ²)}.   (16)

With the coupling ratio fixed, a is proportional to Γ². So κ vanishes as Γ² and G, by (15), as Γ. The product a cancels in the ratio:

κ/(GT) → (a/hT)/[(e²T/h)(2πaF/Γ)] = Γ/(2πe²T²F). ∎

The linear law depends on the shape of the line. A transmission that is constant within an interval of width w ≪ kT and zero outside has Var(E) = w²/12, since −f′ hardly varies across it, and κ/(GT) = w²/(12e²T²). Without tails the approach to zero is quadratic.

The ratio (8) is small compared with (k/e)² if

Γ ≪ 2π(kT)²F.   (17)

Being narrower than kT is not enough, because F falls exponentially as the level moves away from μ. If E0 moves far away at fixed Γ, electrons at the resonance become too rare to matter. What remains is the tail, with nearly constant τ = a/(E0 − μ)² over the thermal range. For constant τ, K1 = 0, and with y = (E − μ)/kT

K2/[K0(kT)²] = 2∫₀^∞ y²e^{−y}/(1 + e^{−y})² dy = 4 Σ (−1)^{n+1}/n² = π²/3.

The series comes from expanding the fraction as Σ(−1)^{n+1}n e^{−ny} and using ∫₀^∞ y²e^{−ny}dy = 2/n³. This is the Wiedemann–Franz value κ/(GT) = (π²/3)(k/e)². The limits of a narrow level and of a distant level thus lead to opposite results. The passage between them is not monotonic: where resonance and tail conduct comparably they act like two energies in (10), and for Γ = 0.116 kT the ratio reaches about 16 (k/e)² near E0 − μ = 10 kT before falling to π²/3.

## Proof of (iv)

For M identical resonances in parallel, G and κ are M times the single values. With Γ_LΓ_R = αΓ² and MΓ = C fixed,

G → (e²/h)2παCF,   κ → αCΓ/(hT).

The first is finite and the second vanishes as Γ. ∎ All levels must lie at the same energy: a spread of levels adds its own variance, as (10) shows for two.

## A quantum dot in a nanowire

Consider a dot in an InAs nanowire at 0.5 K. A magnetic field of 2 T splits the spins, and the lower level lies 100 μeV above μ. The couplings are equal, with Γ = 5 μeV. Then

kT = 43.09 μeV,   (E0 − μ)/kT = 2.321,   Γ/kT = 0.1160,   kT F = 0.0814.

For equal couplings a = Γ²/4, and (15) gives g = πΓF/2 = 1.571 × 0.1160 × 0.0814 = 0.0148, or G = 0.575 μS. The full integral gives 0.582 μS.

The narrow-limit Seebeck coefficient is −(E0 − μ)/(eT) = −100 μV/0.5 K = −200 μV/K. The full value is −192 μV/K, because the tails lower the mean energy.

The leading heat conductance is (2.5 μeV)²/(hT) = 0.484 fW/K. The principal value is P = −0.438/kT. (The numerical output labels its unit as 1/(kT)²; by its definition P is an inverse energy.) The slope in (16) is

πF/2 + P²/(2πF) = (0.128 + 0.375)/kT = 0.503/kT.

The correction factor is 1 − 0.503 × 0.1160 = 0.942, which gives 0.456 fW/K. The full integral gives 0.457 fW/K, and a direct solution for zero current at a small temperature difference gives the same. At zero voltage the heat conductance is 11.1 fW/K, so the open-circuit condition removes about 96 % of it.

The ratio κ/(GT) is 0.212 (k/e)², or 6.4 % of the Wiedemann–Franz value. The limit (8) gives 0.1160/(2π × 0.0814) = 0.227 (k/e)². The lower bound (7) for this G and N = 1 is 0.00065 fW/K, some 700 times below κ. A narrow Lorentzian is far from the best spectrum: even centred at μ, with the same G, it lies about 80 times above the bound, and the offset from μ widens the gap.

With MΓ fixed, M = 1, 10, 100 and 1000 resonances give G = 0.582, 0.576, 0.575 and 0.575 μS, while κ = 0.457, 0.0481, 0.00484 and 0.000484 fW/K. The heat conductance falls about tenfold at each step while G settles.

Linear response suffices here. For leads at 0.55 K and 0.45 K the open-circuit heat current is 0.3 % above κΔT, with κ taken at the mean temperature of 0.5 K. If one lead is instead held at 0.5 K, the mean temperature shifts and the heat current differs from this κΔT by 8 to 10 %.

## The second spin level and Coulomb blocking

With a g-factor of magnitude 10, the opposite spin lies 1158 μeV higher. If its transmission is added as that of an independent level, its tail raises κ by 0.9 %.

Electrons can also be thermally excited into it. Suppose that Coulomb repulsion allows at most one electron on the dot, that an electron does not change its level while it is there, and that kT ≫ Γ. Let p0 be the probability of an empty dot and p_i that of level i being filled. The flow from the left into level i is

I_i = (Γ_L/ħ)[f_{L,i}p0 − (1 − f_{L,i})p_i] = (Γ_L/ħ)[f_{L,i}(p0 + p_i) − p_i].

In a steady state the flows from left and right into each level add to zero, so p_i = (p0 + p_i)(Γ_Lf_{L,i} + Γ_Rf_{R,i})/Γ. Substitution gives

I_i = (Γ_LΓ_R/ħΓ)(p0 + p_i)(f_{L,i} − f_{R,i}).

Since 1/ħ = 2π/h, this is the narrow-resonance current times p0 + p_i. To linear order that factor takes its equilibrium value, so blocking changes G1 and G2 but leaves (10) intact. If the levels coincide, d = 0 and κ is again zero at this order.

At 0.5 K the activated part is about 4 × 10⁻⁹ fW/K. At 4.2 K, with the level and couplings unchanged, it is 4.2 fW/K, while the single level alone would give 0.057 fW/K. Narrower lines reduce this κ and G together and leave their ratio unchanged. For two equally coupled levels, κ/(GT) can therefore be small compared with (k/e)² only if their separation is either much smaller than kT or many times kT. Narrow lines alone are not enough. Nor is a large separation: with blocking and both levels below μ, G1 ≈ G2 and the ratio is d²/(4e²T²), which grows with d.

## The real device

The width, field, g-factor, wire diameter (60 nm) and sound speed (3 km/s) are rough typical values for such a dot. Tunnel couplings in particular can be made much larger or smaller. Further orbital levels of the dot are left out. Their amplitudes add to that of the resonance in its tails, which carry the heat, and this interference fades only slowly with the distance Δ of such a level, changing κ by roughly ±2(E0 − μ)/Δ for equal coupling. In a two-level model, an equally coupled level 1 meV (23 kT) higher changes κ by +18 % or −16 %, depending on the relative sign of its couplings, and one 5 meV higher by about 4 %; stronger coupling enlarges the change. The computed κ is therefore the value of the single-level model, not a three-digit prediction for a real dot. Assumption (A3) leaves out a large heat flow, because the crystal conducts heat too.

A phonon mode with full transmission carries ∫ħω(n_L − n_R)dω/2π, where n is the Bose function; as for electrons, the speed cancels. With b = ħω/kT its conductance is

(k²T/h) ∫₀^∞ b²e^{−b}/(1 − e^{−b})² db = (k²T/h) 2Σ1/n² = π²k²T/(3h).

A free wire has four modes that start at zero frequency: one of stretching, one of twisting and two of bending. Together they could carry 1.9 pW/K, about 4000 times the electronic κ. Scattering at the dot would reduce this, while higher modes would add to it. In a free elastic cylinder of diameter d and shear speed v the lowest of these starts at 0.59 hv/d. With v = 3 km/s, hv/d = 207 μeV and this is about 121 μeV = 2.8 kT. The shear speeds of InAs are lower, about 1.8 to 2.6 km/s depending on direction, which puts the onset near 75 to 105 μeV, or 1.7 to 2.5 kT. Either way it is low enough to be thermally excited. The result for κ thus concerns heat exchanged between the electrons of the two leads. It does not make the wire a thermal insulator.

The remaining values are in the numerical output below.

Calculated quantities

```
Temperature: 0.5 K, kT = 43.087 ueV
Level above mu: 100.0 ueV = 2.3209 kT
Full width: 5.0 ueV = 0.1160 kT (equal couplings)
kT*(-df/dE) at the level: 0.08141
Principal-value integral P: -0.4381 /(kT)^2
G: 0.01501 e^2/h = 0.5815 uS
G, narrow-limit formula: 0.5749 uS
Seebeck S: -191.76 uV/K
S, narrow-limit formula: -200.00 uV/K
Heat conductance at zero voltage: 11.1492 fW/K
kappa, open circuit: 0.4573 fW/K
kappa, direct open-circuit solution: 0.4573 fW/K
kappa, narrow-limit formula: 0.4843 fW/K
kappa with first correction: 0.4560 fW/K
kappa/(G T): 0.2118 (k/e)^2 = 0.0644 of Wiedemann-Franz
kappa/(G T), narrow-limit formula: 0.2269 (k/e)^2
Lower bound on kappa at this G, N=1: 0.00065 fW/K
Parallel resonances, N*width fixed:
 N=1, width 5 ueV: G=0.5815 uS, kappa=4.573e-01 fW/K, L/L_WF=6.438e-02
 N=10, width 0.5 ueV: G=0.5756 uS, kappa=4.814e-02 fW/K, L/L_WF=6.847e-03
 N=100, width 0.05 ueV: G=0.5750 uS, kappa=4.840e-03 fW/K, L/L_WF=6.891e-04
 N=1000, width 0.005 ueV: G=0.5749 uS, kappa=4.842e-04 fW/K, L/L_WF=6.895e-05
Correction slope: formula 0.5031, quadrature 0.5027 per kT
Lattice test, largest relative error: 1.2e-03
Drop 1.5T to 0.5T, width 1e-4 kT: delta mu = -2.3208 kT
 heat, open circuit over zero voltage: 4.54e-05
Two sharp levels at 1 and 3 kT: kappa/(G T) = 0.6078 (k/e)^2
Box of width 0.2 kT at mu: kappa/bound = 1.00100
2000 random spectra: smallest kappa/bound = 1.0159
Field 2.0 T, g-factor 10.0: spin splitting 1157.7 ueV
Opposite-spin tail changes kappa by 0.924 percent
Activated opposite-spin kappa, 0.5 K: 3.63e-09 fW/K
Activated opposite-spin kappa, 4.2 K: 4.209 fW/K
Single-level kappa, 4.2 K: 0.0573 fW/K
Drop of 0.1 K: heat/(kappa*drop) = 1.0030
Four ballistic phonon modes: 1892.9 fW/K
Phonon over electronic kappa: 4139
Wire diameter 60 nm, sound speed 3.0 km/s
Phonon subband energy h*v/d: 206.8 ueV = 4.80 kT
```
